The geometric-mean conductivity of a symmetric two-phase sheet, proved by duality

**1. The decision that hangs on the result**

A device calculation may have to treat a conducting sheet made of two kinds of region, for instance a channel with more and less heavily doped patches. One must decide whether to resolve the patches on a mesh or to enter one sheet conductivity, and in the second case which average to use. For equal areas with conductivities of 3.20 and 0.80 mS, the parallel average is 2.00 mS and the series average is 1.28 mS, so the choice matters.

If the two phases play interchangeable roles and the sheet is isotropic on the large scale, the answer is the geometric mean, here 1.60 mS. No mesh is needed for the mean current, and the shapes of the patches do not enter. Equal areas alone do not justify this choice.

**2. Setting and statement**

The local sheet conductivity σ(r) is a positive scalar, equal to σ1 or σ2. The current is steady and linear in the field, there is no magnetic field, and the interfaces add no resistance. Where the carrier density varies, E means the gradient of the electrons' electrochemical potential divided by the elementary charge. It drives drift and diffusion together and vanishes at equilibrium; in a uniform sheet it is the ordinary electric field. The fields satisfy

J = σE,  curl E = ∂x Ey − ∂y Ex = 0,  div J = ∂x Jx + ∂y Jy = 0.

At an interface this means that the tangential part of E and the normal part of J are continuous.

Take first a periodic pattern, and let ⟨…⟩ be the average over one period. The effective tensor S is defined by

⟨J⟩ = S⟨E⟩.

A random sheet is described by periodic boxes of side L, each filled at random. I assume self-averaging: as L grows, the tensor of a box tends to one fixed S, the same for almost every draw.

Exchange symmetry means that swapping σ1 and σ2 gives a pattern with the same statistics or, for a regular pattern, the same pattern up to a translation. The claims are:

(a) exchange symmetry gives det S = σ1σ2;
(b) if S is also isotropic, S = √(σ1σ2) times the unit matrix.

Exchange symmetry forces equal areas: if phase 1 covers the fraction f, the swap requires f = 1 − f.

**3. Properties of S**

A curl-free periodic field is its mean e plus the gradient of a periodic function:

E = e + ∇φ,  div[σ(e + ∇φ)] = 0.

Since σ lies between positive bounds, the energy ⟨σ|e + ∇φ|²⟩ is a strictly convex function of ∇φ that grows without limit with the size of ∇φ. It therefore has a minimum, and its stationarity condition is the equation above.

The solution is unique. If two solutions with the same e differ by ∇χ, then div(σ∇χ) = 0. Multiplying by χ and integrating by parts over the period gives ⟨σ|∇χ|²⟩ = 0, hence ∇χ = 0.

For any such curl-free E and any periodic divergence-free J,

⟨E·J⟩ = e·⟨J⟩ + ⟨∇φ·J⟩
   = e·⟨J⟩ + ⟨div(φJ)⟩ − ⟨φ div J⟩
   = ⟨E⟩·⟨J⟩.

The second term vanishes by periodicity and the third because div J = 0.

Apply this to two solutions a and b of the same sheet. Because σ is a scalar, ⟨Ea·σEb⟩ = ⟨Eb·σEa⟩, so

ea·S eb = eb·S ea,

and S is symmetric. For a single solution,

e·S e = ⟨σE²⟩ ≥ σmin⟨E²⟩ ≥ σmin e²,

because the mean square is at least the square of the mean. Thus S is positive and can be inverted, and this survives the limit of large L.

The minimum property will also be used by itself:

e·S e = min over φ of ⟨σ|e + ∇φ|²⟩.

Raising σ anywhere cannot lower S, and the trial choice φ = 0 shows that e·S e ≤ ⟨σ⟩e².

**4. The quarter turn**

Let R rotate vectors by 90° counterclockwise:

R(vx, vy) = (−vy, vx).

Direct differentiation gives

curl(Rv) = ∂x vx − ∂y(−vy) = div v,
div(Rv) = ∂x(−vy) + ∂y vx = −curl v.

The turn exchanges the two field laws. In three dimensions the curl has three components and the divergence one, so no fixed rotation of the vectors can exchange them.

From a solution E, J of the original sheet define

E′ = RJ,  J′ = RE.

Then curl E′ = div J = 0 and div J′ = −curl E = 0. Also, from E = J/σ,

J′ = RE = RJ/σ = (1/σ)E′.

The primed fields are a solution for a sheet whose conductivity is 1/σ. (Numerical values in a fixed unit are understood, and the units are restored in section 5.)

The interface conditions are exchanged too. With normal n and tangent t = Rn, the tangential part of E′ is Rn·RJ = n·J, and the normal part of J′ is n·RE = −t·E. Both are continuous.

**5. Duality of the effective tensors**

The mean fields of the dual sheet are

⟨E′⟩ = R⟨J⟩ = R S e,
⟨J′⟩ = R⟨E⟩ = R e.

From the first line e = S⁻¹R⁻¹⟨E′⟩. Since S and R are invertible, every mean field ⟨E′⟩ can be reached, and by uniqueness these are all the solutions of the dual sheet. With R⁻¹ = Rᵀ,

S[1/σ] = R S⁻¹ Rᵀ.

To simplify the right side, take a general matrix A with rows (a, b) and (c, d), and D = ad − bc. Then:

A⁻¹ has rows (d, −b)/D and (−c, a)/D;
R A⁻¹ has rows (c, −a)/D and (d, −b)/D;
R A⁻¹ Rᵀ has rows (a, c)/D and (b, d)/D.

The last matrix is Aᵀ/D. Because S is symmetric,

S[1/σ] = S/det S.

For two phases, the function σ1σ2/σ(r) equals σ2 where σ = σ1, and σ1 where σ = σ2. It is the sheet with its phases exchanged; call its tensor S̃. Multiplying a conductivity by a constant leaves E unchanged and multiplies J, hence S, by that constant. Therefore

S̃ = σ1σ2 S/det S.

This holds for any two-phase periodic pattern, symmetric or not. The determinant of a 2×2 matrix picks up the square of a common factor, so

det S̃ = (σ1σ2)² det S/(det S)²,
det S · det S̃ = (σ1σ2)².

**6. Using the symmetry**

For a regular pattern with exchange symmetry, the exchanged sheet is the original one translated, and translation does not change averages. For a random sheet, boxes and exchanged boxes have the same statistics and so tend to the same tensor. In both cases S̃ = S, and

S = σ1σ2 S/det S  ⇒  det S = σ1σ2.

This is claim (a). If S = s times the unit matrix, then det S = s² and, since s > 0,

s = √(σ1σ2).

This is claim (b).

A fourfold axis is enough for isotropy. If S has rows (a, b) and (b, d), then R S Rᵀ has rows (d, −b) and (−b, a). Equality with S requires a = d and b = 0. A checkerboard has such an axis at the centre of each square, and a shift by one square exchanges its phases, so both conditions hold.

**7. Limits, and two patterns that fail**

For an isotropic sheet of equal areas, section 3 gives s ≤ (σ1 + σ2)/2. Applied to the reciprocal sheet, whose effective value is 1/s, it gives 1/s ≤ (1/σ1 + 1/σ2)/2. So s lies between the series and parallel values. Their product is σ1σ2, so the geometric mean of the phases is also the geometric mean of these two bounds.

*Weak contrast.* Put σ1,2 = m(1 ± δ). Then

parallel: m,
symmetric isotropic sheet: m√(1 − δ²) ≈ m(1 − δ²/2),
series: m(1 − δ²).

To this order the symmetric sheet lies halfway between the bounds.

*Strong contrast.* As σ2 → 0 at fixed σ1, the parallel value tends to σ1/2, the series value falls as 2σ2, and the symmetric sheet falls as √σ2.

*Stripes.* Equal stripes are exchange-symmetric but not isotropic. Along them E is uniform and the conductivities average; across them J is uniform and the resistivities average. For phases of 3.2044 and 0.8011 mS, which section 1 quotes in rounded form, the two values are 2.0027 and 1.2817 mS. Their product is σ1σ2, as (a) requires, but neither is the geometric mean.

*Islands.* Divide a square period into 8 × 8 tiles. Fill the central 6 × 6 block except its four corner tiles, which makes 32 tiles of 64. The areas are equal and there is a fourfold axis, but one phase forms islands and the other surrounds them. For the same two conductivities a finite-element solution gives 1.5014 mS with the better conductor inside and 1.7097 mS with it outside. These lie 6.3 % below and 6.7 % above the geometric mean. The root of their product is 1.6022 mS, as the relation for exchanged sheets demands.

**8. Graded sheets and finite samples**

The proof does not need sharp phases. Write σ = σ0 exp(u(r)) with bounded u, and suppose that u and −u have the same statistics. The exchanged sheet is σ0 exp(−u) = σ0²/σ, so the steps of section 5 give S̃ = σ0² S/det S. Symmetry gives det S = σ0², and isotropy gives s = σ0. The symmetry must hold for the logarithm of the conductivity, not for the conductivity itself.

For a finite periodic box, the logarithm of the determinant relation is

½ ln[det S/(σ1σ2)] + ½ ln[det S̃/(σ1σ2)] = 0.

In a symmetric ensemble a box and its exchanged partner are equally likely, so the mean of this logarithm is zero at every box size. A single box may still lie well away from the mean. For M × M squares filled independently with equal probability, the scatter can be estimated to first order in the contrast. To that order the logarithm is the area average of ln(σ/σ0), with σ0 = √(σ1σ2). Each square contributes ±½ ln(σ1/σ2), so the rms value is

½ ln(σ1/σ2)/M.

For contrast 4 and M = 6 this is 0.693/6 = 0.116. By the same estimate, reducing the scatter to 5 % at this contrast takes about 14 squares along a side; the estimate runs a little low at this contrast, so about 15 are needed. At large contrast a first-order estimate cannot be relied on.

**9. Numerical tests**

The tests compute S from the mean current of a finite-element solution, without using duality.

*Checkerboard.* With 16, 32 and 64 elements along the side of a square, contrast 4 gives 1.6126, 1.6068 and 1.6042 mS. The values approach from above because the finite elements restrict the trial fields in the minimum of section 3. The successive changes are −0.0058 and −0.0026. Assuming that the error keeps shrinking by the same factor, the limit is 1.6022 mS, equal to the geometric mean at the digits shown. For contrast 8 the extrapolated value is 2.2662 mS against 2.2658 mS.

*Random boards.* Eight random 6 × 6 boards of contrast 4 were solved, each with its exchanged partner. The first pair gives 0.1226 and −0.1226 for the logarithm of section 8. The rms over all boards is 0.130, near the first-order estimate, while the largest average within a pair is 5.4×10⁻⁵. The relation thus holds board by board, although these eight boards lie typically about 13 % off the mean; eight draws fix that figure only roughly.

*A smooth anisotropic sheet.* With X and Y running from 0 to 2π over the period, take

ln σ = 0.8 sin(X+Y) + 0.5 cos X + 0.4 sin(2Y−X) + 0.3 cos(X+Y+1).

The solution is Sxx = 0.96493, Syy = 1.03837 and Sxy = −0.04426 in relative units. The reciprocal sheet has the same tensor. The reason is that shifting X by π reverses the sign of every term, so the reciprocal sheet is the original one translated. This case therefore tests the graded statement: the determinant should be 1, and the numbers give 1.0000. For patterns that lack exchange symmetry, the islands and the random boards test the determinant relation det S · det S̃ = (σ1σ2)².

**10. Example: a doped graphene checkerboard**

Patterned gates dope graphene on an oxide into squares of side 5 µm, with electron densities of 4×10¹² and 1×10¹² cm⁻². The mobility is 5000 cm²/Vs in both, at 300 K. From σ = enμ,

σ1 = 1.602×10⁻¹⁹ C × 4×10¹² cm⁻² × 5000 cm²/Vs = 3.204 mS,
σ2 = σ1/4 = 0.801 mS,
s = √(3.204 × 0.801) mS = 1.602 mS.

The effective sheet resistance is 1/s = 624 Ω.

*Background resistivity.* If scattering adds 50 Ω to the local resistivity whatever the density, the phases have 362 and 1298 Ω. The geometric mean falls to 1.46 mS, a shift of −9.0 %. For sharp phases the theorem still holds; its inputs have changed. Measured local sheet resistances would already contain this term.

*Density walls.* Let the sign pattern of the board be smoothed to q(x)q(y), where

q(x) = tanh[(a/πw) sin(πx/a)],  a = 5 µm,  w = 0.2 µm.

If ln n follows this pattern, the symmetry of section 8 holds, and the solution gives 1.602 mS. If n itself follows it, with the same plateaus and width, the result is 1.676 mS, higher by 4.6 %. The sign follows from section 3: at each point of a wall the weighted arithmetic mean of the two densities exceeds the weighted geometric mean, and raising σ cannot lower S.

*Free path.* Graphene has two spins and two valleys, so n = 4πkF²/(2π)² and kF = √(πn). With density of states 2kF/(πħv) and diffusion constant vℓ/2, the conductivity is

σ = e² · 2kF/(πħv) · vℓ/2 = (2e²/h) kFℓ.

With kF taken at zero temperature, this gives free paths ℓ of 117 and 58 nm. The longer one is 2.3 % of a square side. The resistance of the 283 transverse modes that the poorer phase offers to one edge is h/(4e² × 283) = 22.8 Ω, or 3.7 % of the sheet resistance. Both figures are scales for the error of a local conductivity, not corrections to be added and not bounds: a resistance of this size placed on every edge of the board would raise the effective sheet resistance by about 5 %, more than the bare ratio.

*Quantum interference.* The poorer phase has kFℓ = 10.3, which supports a semiclassical description. The standard leading-logarithm scale for interference in a diffusive sheet is (e²/πh) ln(τφ/τ), where τφ is the phase-coherence time and τ = ℓ/v. With Lφ² = (vℓ/2)τφ, the ratio of times is 2(Lφ/ℓ)². A coherence length Lφ = 100 nm, assumed here for scale and not measured at 300 K, gives 0.022 mS, 2.7 % of σ2. This length is only 1.7 free paths in the poorer phase, so the figure is a rough order of magnitude. In the richer phase it is shorter than the free path, and the diffusive formula does not apply. The sign is not determined here. Where interference is strong enough to localise the carriers, a local σ(r) no longer describes the sheet and the proof does not apply.

*Heat and field.* Thermal holes in the poorer phase amount to 0.16 % of the net density. At a mean field of 100 V/cm along a side of the squares, the largest local value of the driving field E, as defined in section 2, is 1.88 times the mean in the density-graded sheet. The drift speed there is 9.4×10⁵ cm/s, 0.9 % of the Fermi velocity. For a mean field in any other direction, superposing the solutions for the two sides bounds the factor by √2 × 1.88 = 2.66, which corresponds to 1.3 % of the Fermi velocity. In this graded sheet the field therefore displaces the carrier distribution only slightly. The factor depends on the shape and width of the walls, and for perfectly sharp squares the local field grows without bound at the corners. The walls also contain a built-in electrostatic field: the Fermi energies of the phases differ by about 0.12 eV, which over a wall about 0.4 µm wide gives roughly 3000 V/cm. At equilibrium diffusion balances it, so it is not part of E.

Two further effects could spoil a linear response and are not estimated here. One is heating of the carriers. The other is the voltage drop along the sheet, 0.7 V over 14 squares at this field, which changes the voltage between gate and sheet and hence the density. This matters more the thinner the gate insulator: on silicon dioxide (relative permittivity 3.9), 0.7 V changes the density by 5×10¹⁰ cm⁻² for 300 nm and 1.5×10¹¹ cm⁻² for 100 nm, which is 5 % and 15 % of the poorer phase. Linear response over many squares therefore needs a smaller field than 100 V/cm when the insulator is thin.

**11. Beside real devices**

The densities and mobility are in the rough range of graphene supported on an oxide; the regular 5 µm pattern is an idealisation. The assumption most exposed in the estimates above is a mobility independent of density, which moves the result by about 9 % for the assumed background. Wall shape gives about 5 % at the assumed width, and the scale set by the edge resistance is of the same size. Much cleaner graphene lies outside the model: at the same densities a tenfold mobility makes the longer free path about 1.2 µm, nearly a quarter of a square. If one phase were hole-doped, the walls would pass through charge neutrality, and the assumption of interfaces without added resistance would need its own examination.

For the mean current in linear response, the geometric mean may therefore replace a mesh when the phases are exchangeable, the sheet is isotropic, the sample holds many patches (more of them at higher contrast), the interfaces add little resistance, and the patches are much larger than the free path and the wall width. In the example, the background resistivity and the wall shape, taken one at a time, change the effective conductivity by less than ten per cent. The free-path and interference figures are only scales, and neither carrier heating nor the change of density by the voltage drop along the sheet is estimated. The background resistivity, the larger of the two computed shifts, changes the local conductivities and would have to be entered in a mesh calculation as well. The full set of values is in the numerical output below.

Table of computed values

```
TESTS OF THE THEOREM
smooth sheet Sxx, Syy, Sxy: 0.96493 1.03837 -0.04426 (relative units)
reciprocal sheet, solved: 0.96493 1.03837 -0.04426
reciprocal sheet, duality: 0.96493 1.03837 -0.04426
largest duality error: 1.7e-07
checkerboard, contrast 2: grids 1.1337 1.1332 1.1330 mS
  extrapolated 1.1329 mS, geometric mean 1.1329 mS
checkerboard, contrast 4: grids 1.6126 1.6068 1.6042 mS
  extrapolated 1.6022 mS, geometric mean 1.6022 mS
checkerboard, contrast 8: grids 2.3408 2.3067 2.2882 mS
  extrapolated 2.2662 mS, geometric mean 2.2658 mS
stripes, across and along: 1.2817 2.0027 mS
half-area islands, good inside: 1.5014 mS
half-area islands, poor inside: 1.7097 mS
root of their product: 1.6022 mS
random 6x6 boards: 8 draws, each with its exchanged partner
rms of half ln(det S/(s1 s2)): 0.1301
largest pair average of the same: 5.4e-05
first pair: 0.1226 -0.1226
WORKED EXAMPLE: GRAPHENE CHECKERBOARD
densities: 4.0e+12 1.0e+12 cm^-2
mobility: 5000 cm2/Vs; temperature: 300 K
side of a square: 5.0 um
sheet conductivities: 3.2044 0.8011 mS
effective conductivity: 1.6022 mS
effective sheet resistance: 624.2 ohm
parallel value: 2.0027 mS; series value: 1.2817 mS
SIZES OF NEGLECTED EFFECTS
wall half-width: 0.20 um
walls graded in ln(density): 1.6022 mS
walls graded in density: 1.6764 mS
shift from density-graded walls: 4.63 %
Fermi velocity used: 1.0e+06 m/s
Fermi energies: 0.233 0.117 eV
mean free paths: 117 58 nm
kF times mean free path: 41.4 10.3
longer free path / square side: 2.3 %
modes through one edge: 283; resistance 22.8 ohm
edge resistance / sheet resistance: 3.7 %
phase coherence length used: 100 nm
interference scale: 0.0218 mS, 2.7 % of poorer phase
thermal holes in poorer phase: 1.56e+09 cm^-2, 0.16 % of net density
background resistivity used: 50 ohm
effective value with background: 1.4585 mS, shift -9.0 %
mean field: 100 V/cm; peak/mean field: 1.88
drift speed at peak field: 9.40e+05 cm/s, 0.9 % of Fermi velocity
```
